# The Flory–Stockmayer gel point from equal reactivity without loops: test program

```python
# Result under test: f-functional monomers that condense with equal group
# reactivity and without loops in finite molecules gel at conversion
# p_c = 1/(f-1), where X_w = (1+p)/(1-(f-1)p) diverges.
# Symbols: f = groups per monomer, p = fraction of groups reacted,
# X_n, X_w = number- and weight-average size in monomers,
# tau = k*[M]0*t = reduced time, with d[G]/dt = -k[G]^2 for free groups G,
# v = probability that a group leads only to a finite branch.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(12345)


def weight_average(f, p):
    return (1 + p) / (1 - (f - 1) * p)


def number_average(f, p):
    return 1 / (1 - f * p / 2)


def finite_branch_probability(f, p):
    """Iterate over generations, starting from no permitted generation."""
    v = 0.0
    for _ in range(60000):
        new = 1 - p + p * v ** (f - 1)
        if abs(new - v) < 1e-16:
            break
        v = new
    return v


def integrate_rate_equations(f, times, max_size=400):
    """Integrate the size-resolved coagulation equations from monomers."""
    size = np.arange(1, max_size + 1)
    free_groups = (f - 2) * size + 2

    def rhs(_, c):
        g = free_groups * c
        rate = -g * g.sum()
        rate[1:] += 0.5 * np.convolve(g, g)[:max_size - 1]
        return rate

    start = np.zeros(max_size)
    start[0] = 1.0
    sol = solve_ivp(rhs, (0, times[-1]), start, method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-14)
    assert sol.success
    return size, free_groups, sol.y.T


def random_pairing(f, p, n):
    """Pair randomly chosen groups, loops permitted; return sizes and loops."""
    bonds = int(round(p * f * n / 2))
    groups = rng.permutation(f * n)[:2 * bonds]
    a, b = groups[:bonds] // f, groups[bonds:] // f
    graph = coo_matrix((np.ones(bonds), (a, b)), shape=(n, n)).tocsr()
    count, label = connected_components(graph, directed=False)
    return np.bincount(label), bonds - n + count


print("RATE EQUATIONS (integrated numerically)")
for f, t_end in ((3, 0.17), (4, 0.075), (5, 0.042)):
    times = np.array([t_end / 2, t_end])
    size, free_groups, states = integrate_rate_equations(f, times)
    inv_a, inv_s = [], []
    for t, c in zip(times, states):
        s_total = free_groups @ c
        p = 1 - s_total / f
        xw = (size**2 @ c) / (size @ c)
        xn = (size @ c) / c.sum()
        assert abs(size @ c - 1) < 1e-7
        assert abs(p - f * t / (1 + f * t)) < 1e-7
        assert abs(xw / weight_average(f, p) - 1) < 1e-5
        assert abs(xn / number_average(f, p) - 1) < 1e-6
        inv_a.append(1 / ((size * free_groups) @ c))
        inv_s.append(1 / s_total)
    # Straight lines through the integrated data locate the divergence.
    slope_a = (inv_a[1] - inv_a[0]) / (times[1] - times[0])
    slope_s = (inv_s[1] - inv_s[0]) / (times[1] - times[0])
    # The initial state is a third point that tests the straightness.
    assert abs(inv_a[0] - slope_a * times[0] - 1 / f) < 1e-6
    assert abs(inv_s[0] - slope_s * times[0] - 1 / f) < 1e-6
    tau_gel = times[1] - inv_a[1] / slope_a
    p_gel = 1 - 1 / (f * (inv_s[1] + slope_s * (tau_gel - times[1])))
    assert abs(tau_gel - 1 / (f * (f - 2))) < 1e-5
    assert abs(p_gel - 1 / (f - 1)) < 1e-5
    print(f"f={f}: at p={p:.4f}, X_w={xw:.4f} monomers (integrated), "
          f"{weight_average(f, p):.4f} (formula)")
    print(f"f={f}: extrapolated gel point tau={tau_gel:.5f}, "
          f"p={p_gel:.5f} (dimensionless)")

# The recursion must change its limit exactly at the gel conversion.
for f in (3, 4, 5, 6):
    pc = 1 / (f - 1)
    assert abs(finite_branch_probability(f, 0.99 * pc) - 1) < 1e-10
    assert finite_branch_probability(f, 1.01 * pc) < 0.999
    excess = 1e-3
    gel = 1 - finite_branch_probability(f, (1 + excess) * pc) ** f
    assert abs(gel / (2 * f / (f - 2) * excess) - 1) < 0.01

print("RANDOM PAIRING BELOW THE GEL POINT (loops permitted, 400 samples)")
for f, p, n in ((4, 0.20, 5000), (4, 0.20, 20000), (3, 0.30, 20000)):
    xw_samples, loop_samples = [], []
    for _ in range(400):
        sizes, loops = random_pairing(f, p, n)
        xw_samples.append(np.sum(sizes.astype(float) ** 2) / n)
        loop_samples.append(loops)
    xw, loops = np.mean(xw_samples), np.mean(loop_samples)
    loops_formula = -0.5 * np.log(1 - (f - 1) * p)
    # Tolerances are about four or more standard errors of the averages.
    assert abs(xw - weight_average(f, p)) < 0.08
    assert abs(loops - loops_formula) < 0.14
    print(f"f={f}, p={p:.2f}, N={n} monomers: X_w={xw:.3f} monomers "
          f"(formula {weight_average(f, p):.3f})")
    print(f"   loops per whole sample={loops:.3f} "
          f"(formula {loops_formula:.3f})")

print("LARGEST MOLECULE (random pairing, N=200000 monomers, 5 samples)")
for f, p in ((4, 0.30), (4, 0.40), (4, 0.50), (3, 0.60)):
    share = np.mean([random_pairing(f, p, 200000)[0].max() / 200000
                     for _ in range(5)])
    gel = 1 - finite_branch_probability(f, p) ** f
    # Finite samples have a small largest molecule even below gelation.
    assert abs(share - gel) < 0.015
    print(f"f={f}, p={p:.2f}: share of monomers={share:.4f} "
          f"(branch recursion {gel:.4f})")

print("WORKED EXAMPLE: ideal condensation of silanols")
for name, f, below, above in (
        ("Si(OH)4", 4, (0.10, 0.20, 0.30, 0.33), (0.35, 0.40, 0.50)),
        ("CH3Si(OH)3", 3, (0.20, 0.30, 0.40, 0.49), (0.52, 0.60, 0.70))):
    pc = 1 / (f - 1)
    print(f"{name}: f={f}, gel conversion={pc:.4f} = {100 * pc:.2f} %")
    print(f"   reduced gel time={1 / (f * (f - 2)):.4f} (dimensionless), "
          f"Si-O-Si bridges per Si at gel={f * pc / 2:.4f}")
    print(f"   X_n at gel={number_average(f, pc):.3f} monomers, "
          f"conversion where X_n would diverge={2 / f:.4f}")
    for p in below:
        print(f"   p={p:.2f}: X_n={number_average(f, p):.3f} monomers, "
              f"X_w={weight_average(f, p):.3f} monomers")
    for p in above:
        v = finite_branch_probability(f, p)
        print(f"   p={p:.2f}: v={v:.4f}, gel fraction={1 - v**f:.4f} "
              f"(dimensionless)")

print("finished without a failed check")
```

It prints:

```
RATE EQUATIONS (integrated numerically)
f=3: at p=0.3377, X_w=4.1224 monomers (integrated), 4.1224 (formula)
f=3: extrapolated gel point tau=0.33333, p=0.50000 (dimensionless)
f=4: at p=0.2308, X_w=4.0000 monomers (integrated), 4.0000 (formula)
f=4: extrapolated gel point tau=0.12500, p=0.33333 (dimensionless)
f=5: at p=0.1736, X_w=3.8378 monomers (integrated), 3.8378 (formula)
f=5: extrapolated gel point tau=0.06667, p=0.25000 (dimensionless)
RANDOM PAIRING BELOW THE GEL POINT (loops permitted, 400 samples)
f=4, p=0.20, N=5000 monomers: X_w=2.990 monomers (formula 3.000)
   loops per whole sample=0.410 (formula 0.458)
f=4, p=0.20, N=20000 monomers: X_w=3.001 monomers (formula 3.000)
   loops per whole sample=0.507 (formula 0.458)
f=3, p=0.30, N=20000 monomers: X_w=3.248 monomers (formula 3.250)
   loops per whole sample=0.427 (formula 0.458)
LARGEST MOLECULE (random pairing, N=200000 monomers, 5 samples)
f=4, p=0.30: share of monomers=0.0012 (branch recursion 0.0000)
f=4, p=0.40: share of monomers=0.5409 (branch recursion 0.5415)
f=4, p=0.50: share of monomers=0.8540 (branch recursion 0.8541)
f=3, p=0.60: share of monomers=0.7029 (branch recursion 0.7037)
WORKED EXAMPLE: ideal condensation of silanols
Si(OH)4: f=4, gel conversion=0.3333 = 33.33 %
   reduced gel time=0.1250 (dimensionless), Si-O-Si bridges per Si at gel=0.6667
   X_n at gel=3.000 monomers, conversion where X_n would diverge=0.5000
   p=0.10: X_n=1.250 monomers, X_w=1.571 monomers
   p=0.20: X_n=1.667 monomers, X_w=3.000 monomers
   p=0.30: X_n=2.500 monomers, X_w=13.000 monomers
   p=0.33: X_n=2.941 monomers, X_w=133.000 monomers
   p=0.35: v=0.9516, gel fraction=0.1800 (dimensionless)
   p=0.40: v=0.8229, gel fraction=0.5415 (dimensionless)
   p=0.50: v=0.6180, gel fraction=0.8541 (dimensionless)
CH3Si(OH)3: f=3, gel conversion=0.5000 = 50.00 %
   reduced gel time=0.3333 (dimensionless), Si-O-Si bridges per Si at gel=0.7500
   X_n at gel=4.000 monomers, conversion where X_n would diverge=0.6667
   p=0.20: X_n=1.429 monomers, X_w=2.000 monomers
   p=0.30: X_n=1.818 monomers, X_w=3.250 monomers
   p=0.40: X_n=2.500 monomers, X_w=7.000 monomers
   p=0.49: X_n=3.774 monomers, X_w=74.500 monomers
   p=0.52: v=0.9231, gel fraction=0.2135 (dimensionless)
   p=0.60: v=0.6667, gel fraction=0.7037 (dimensionless)
   p=0.70: v=0.4286, gel fraction=0.9213 (dimensionless)
finished without a failed check
```
